\section*{Exchange energy density far from a finite system and Becke's 1988 functional, part 1}

(Sections cited here and not found follow in the second part.)

\section{The exchange hole and the limit of the energy density}

The exchange energy per electron is a Coulomb energy built from orbitals. Neither the electron mass nor Planck's constant enters its definition, so in units where the Coulomb constant and the elementary charge are one it has the dimension of an inverse length. Far outside a finite system there are two kinds of length available: the distance $r$ from an origin inside the system, and the lengths that describe its size and shape. If the energy per electron tends to a law common to all finite systems, the second kind cannot appear in it, and the law must be $-C/r$ with a pure number $C$. Dimensions do not give $C$, and they do not show that the limit exists. Both follow from the charge and the position of the exchange hole, and the result is $C=1/2$.

Hartree atomic units are used throughout. Let the system be described by a single Slater determinant of orthonormal orbitals, each fully occupied or empty. For electrons of spin $\sigma$ define
\begin{equation}
\gamma_\sigma(\mathbf r,\mathbf r')=\sum_i \varphi_{i\sigma}(\mathbf r)\varphi_{i\sigma}^*(\mathbf r'),
\qquad
\rho_\sigma(\mathbf r)=\gamma_\sigma(\mathbf r,\mathbf r)=\sum_i|\varphi_{i\sigma}(\mathbf r)|^2 ,
\end{equation}
where $i$ runs over the occupied orbitals. The exchange energy of the determinant is
\begin{equation}
E_x=-\frac12\sum_\sigma\sum_{ij}\iint
\frac{\varphi_{i\sigma}(\mathbf r)\varphi_{j\sigma}^*(\mathbf r)\,
\varphi_{i\sigma}^*(\mathbf r')\varphi_{j\sigma}(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' .
\end{equation}
The minus sign comes from the antisymmetry of the determinant, the factor $1/2$ from counting each pair once, and the restriction to equal spins from the orthogonality of the spin functions. The terms $i=j$ are included; they cancel the self-repulsion contained in the classical Coulomb energy. The double sum factorizes into $\gamma_\sigma(\mathbf r,\mathbf r')$ times its complex conjugate, so that
\begin{equation}
E_x=\int e_x(\mathbf r)\,d\mathbf r,\qquad
e_x=\sum_\sigma e_{x\sigma},\qquad
e_{x\sigma}(\mathbf r)=-\frac12\int\frac{|\gamma_\sigma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r' .
\label{eq:ex}
\end{equation}

This $e_x$ is the conventional exchange energy density. The adjective is needed because the total energy does not determine its integrand. For example, $\nabla^2\rho^{2/3}$, with $\rho=\rho_\uparrow+\rho_\downarrow$, has the dimension of an energy density and integrates to zero for an exponentially decaying density, since its flux through a distant sphere vanishes. Adding it to $e_x$ leaves $E_x$ unchanged. In a tail $\rho\propto e^{-ar}$, however, it behaves as $(4a^2/9)\rho^{2/3}$, which is far larger than $\rho/r$. The limit proved here therefore belongs to the choice (\ref{eq:ex}) and not to every density that integrates to $E_x$.

At a point where $\rho_\sigma(\mathbf r)>0$, define the exchange hole
\begin{equation}
h_\sigma(\mathbf r,\mathbf r')=\frac{|\gamma_\sigma(\mathbf r,\mathbf r')|^2}{\rho_\sigma(\mathbf r)},
\qquad
e_{x\sigma}(\mathbf r)=-\frac12\rho_\sigma(\mathbf r)\int\frac{h_\sigma(\mathbf r,\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r' .
\label{eq:hole}
\end{equation}
It is the amount by which exchange lowers the density of equal-spin electrons at $\mathbf r'$ when one electron is at $\mathbf r$. Its total charge follows from orthonormality:
\begin{align}
\int|\gamma_\sigma(\mathbf r,\mathbf r')|^2d\mathbf r'
&=\sum_{ij}\varphi_{i\sigma}(\mathbf r)\varphi_{j\sigma}^*(\mathbf r)
\int\varphi_{i\sigma}^*(\mathbf r')\varphi_{j\sigma}(\mathbf r')\,d\mathbf r' \nonumber\\
&=\sum_{ij}\varphi_{i\sigma}(\mathbf r)\varphi_{j\sigma}^*(\mathbf r)\,\delta_{ij}
=\rho_\sigma(\mathbf r),
\end{align}
and division by $\rho_\sigma(\mathbf r)$ gives
\begin{equation}
\int h_\sigma(\mathbf r,\mathbf r')\,d\mathbf r'=1 .
\label{eq:norm}
\end{equation}
The hole removes one electron, wherever the reference electron is.

Unit charge alone does not give the limit. If the hole travelled outward with the electron, its distance from the electron would stay finite and the energy per electron would not fall as $1/r$. What keeps the hole behind is the Cauchy--Schwarz inequality. Regard the values $\varphi_{i\sigma}(\mathbf r)$ as the components of one vector and $\varphi_{i\sigma}(\mathbf r')$ as those of another. Then $\gamma_\sigma(\mathbf r,\mathbf r')$ is their scalar product, and
\begin{equation}
|\gamma_\sigma(\mathbf r,\mathbf r')|^2\le\rho_\sigma(\mathbf r)\rho_\sigma(\mathbf r')
\quad\Longrightarrow\quad
0\le h_\sigma(\mathbf r,\mathbf r')\le\rho_\sigma(\mathbf r') .
\label{eq:cs}
\end{equation}
The right-hand side does not depend on $\mathbf r$. Wherever the electron goes, its hole must fit under the fixed density of the system. In plain terms, exchange cannot remove more equal-spin density from a place than is there.

To turn this into a limit, compare the hole potential with that of a unit charge at the origin. By (\ref{eq:norm}) the number 1 may be written as the integral of $h_\sigma$, so
\begin{equation}
\delta_\sigma(\mathbf r)\equiv r\int\frac{h_\sigma(\mathbf r,\mathbf r')}{|\mathbf r-\mathbf r'|}d\mathbf r'-1
=\int h_\sigma(\mathbf r,\mathbf r')\,\frac{r-|\mathbf r-\mathbf r'|}{|\mathbf r-\mathbf r'|}\,d\mathbf r' .
\label{eq:delta}
\end{equation}
The triangle inequality gives $\bigl|r-|\mathbf r-\mathbf r'|\bigr|\le r'$. With (\ref{eq:cs}) this yields
\begin{equation}
|\delta_\sigma(\mathbf r)|\le B_\sigma(\mathbf r)\equiv
\int\frac{\rho_\sigma(\mathbf r')\,r'}{|\mathbf r-\mathbf r'|}\,d\mathbf r' .
\label{eq:bound}
\end{equation}

It remains to show that $B_\sigma$ vanishes at large $r$. This is where the system must be finite. Assume that $\rho_\sigma(\mathbf r')\le Ke^{-\kappa r'}$ with positive constants $K$ and $\kappa$, and let
\begin{equation}
M_\sigma=\int\rho_\sigma(\mathbf r')\,r'\,d\mathbf r' ,
\end{equation}
which is then finite. Split the integral (\ref{eq:bound}) at $r'=r/2$. In the inner part $|\mathbf r-\mathbf r'|\ge r-r'\ge r/2$, so this part is at most $2M_\sigma/r$. In the outer part replace $\rho_\sigma$ by its spherical upper bound. A uniform spherical shell of radius $r'$ and unit charge produces at $\mathbf r$ the potential $1/\max(r,r')$, which is at most $1/r$. Hence
\begin{equation}
B_\sigma(\mathbf r)\le\frac{2M_\sigma}{r}
+\frac{4\pi K}{r}\int_{r/2}^{\infty}r'^3e^{-\kappa r'}\,dr' .
\end{equation}
The last integral is exponentially small, so $B_\sigma=O(1/r)$ uniformly in direction. Inserting $1+\delta_\sigma$ into (\ref{eq:hole}) gives
\begin{equation}
e_{x\sigma}(\mathbf r)=-\frac{\rho_\sigma(\mathbf r)}{2r}\bigl[1+\delta_\sigma(\mathbf r)\bigr],
\qquad \delta_\sigma=O(1/r) .
\label{eq:spinlimit}
\end{equation}
Where $\rho_\sigma(\mathbf r)=0$, inequality (\ref{eq:cs}) makes $\gamma_\sigma(\mathbf r,\mathbf r')$ zero for every $\mathbf r'$, so that spin contributes nothing to either side. Summing over spin, the density-weighted mean of the two corrections is no larger than the larger bound, and
\begin{equation}
e_x(\mathbf r)=-\frac{\rho(\mathbf r)}{2r}\left[1+O\!\left(\frac1r\right)\right] .
\label{eq:limit}
\end{equation}
This is the stated limit. The proof uses orthonormality, integer occupation and the decay of the density, and no equation for the orbitals. It holds for a Hartree--Fock determinant and for a Kohn--Sham determinant alike. The distant electron interacts with its hole with energy $-1/r$; the factor $1/2$ that avoids double counting of pairs makes its share of the energy density $-1/(2r)$.

The leading correction is a multipole of the hole. The part of the hole beyond $r'=r/2$ contributes exponentially little, and inside that radius
\begin{equation}
\frac{r}{|\mathbf r-\mathbf r'|}=1+\frac{\hat{\mathbf r}\cdot\mathbf r'}{r}
+\frac{3(\hat{\mathbf r}\cdot\mathbf r')^2-r'^2}{2r^2}+\cdots ,
\qquad \hat{\mathbf r}=\frac{\mathbf r}{r}.
\label{eq:multi}
\end{equation}
The term in $1/r$ is the component along $\hat{\mathbf r}$ of the dipole moment of the hole about the chosen origin. When the hole is not centred there, as will generally happen in a molecule, the term is present except in directions perpendicular to the dipole. It vanishes when the hole has inversion symmetry about the origin.

A model with two equal-spin electrons shows how the bound and the actual correction compare. Take hydrogenic 1s and $2p_z$ orbitals for nuclear charge 2,
\begin{equation}
\varphi_1=\sqrt{\frac8\pi}\,e^{-2r},\qquad
\varphi_2=\frac{1}{\sqrt\pi}\,r\cos\theta\,e^{-r} .
\end{equation}
They are not self-consistent for two electrons, which the theorem does not require. On the $z$ axis $\varphi_1/\varphi_2=\sqrt8\,e^{-r}/r$ tends to zero, so $\gamma$ is dominated by $\varphi_2$ and the hole becomes $\varphi_2^2$. This hole has no dipole. The quadrupole term of (\ref{eq:multi}) is $\langle r'^2P_2(\cos\theta')\rangle/r^2$ with $P_2(c)=(3c^2-1)/2$. The two factors of the average are
\begin{align}
\langle r'^2\rangle&=\frac1\pi\,\frac{4\pi}{3}\int_0^\infty r'^6e^{-2r'}dr'
=\frac43\cdot\frac{6!}{2^7}=7.5, \\
\langle\cos^2\theta'\rangle&=\frac{\int_{-1}^1c^4\,dc}{\int_{-1}^1c^2\,dc}
=\frac{2/5}{2/3}=\frac35,\qquad
\langle P_2\rangle=\frac12\left(\frac95-1\right)=\frac25 .
\end{align}
Their product is 3, so on the axis
\begin{equation}
\frac{e_x/\rho}{-1/(2r)}=1+\frac{3}{r^2}+\cdots .
\label{eq:axis}
\end{equation}
Direct three-dimensional integration over the hole gives 1.0300 at 10 bohr and 1.00047 at 80 bohr, in agreement with $1+3/100$ and $1+3/6400$.

In the plane $z=0$ the orbital $\varphi_2$ vanishes at the reference point. There $\gamma=\varphi_1(\mathbf r)\varphi_1(\mathbf r')$, and the hole is the spherical density $\varphi_1^2$. Outside a spherical charge the potential is that of a point charge, so the correction is exponentially small; the computed ratio is 1.000000 at all four distances from 10 to 80 bohr. The density in this plane decays as $e^{-4r}$, compared with $r^2e^{-2r}$ on the axis, and the two holes have different shapes. The limit is the same because both carry unit charge and both stay near the nucleus.

The bound (\ref{eq:bound}) is much larger than the correction. The mean radii of the two orbitals are
\begin{equation}
32\int_0^\infty r^3e^{-4r}dr=0.75,\qquad
\frac43\int_0^\infty r^5e^{-2r}dr=2.5 ,
\end{equation}
so $M=3.25$ bohr. At large distance $B\simeq M/r$, which is 0.041 at 80 bohr and agrees with the computed bound of 0.0406; the actual correction on the axis is 0.0005. The bound guarantees the limit in every direction, but it is not an estimate of the error.

The same model shows how a fractional occupation can spoil the limit. Give $\varphi_2$ the occupation $f$ and keep the energy expression (\ref{eq:ex}) with $\gamma=\varphi_1\varphi_1'+f\varphi_2\varphi_2'$, where a prime marks the argument $\mathbf r'$. The hole charge becomes
\begin{equation}
\int h\,d\mathbf r'=\frac{\varphi_1^2+f^2\varphi_2^2}{\varphi_1^2+f\varphi_2^2}
\;\longrightarrow\; f
\end{equation}
on the axis, and the energy per electron tends to $-f/(2r)$. For $f=1/2$ the computed ratio to $-1/(2r)$ at 80 bohr is 0.50023, which is $f(1+3/r^2)$. In the nodal plane the hole charge would still be one, so with these occupations the limit depends on direction. What counts is the occupation of the orbital that dominates the density far out in the chosen direction.

The argument also fails for an infinite system. In a uniform electron gas $\gamma_\sigma$ depends on $\mathbf r-\mathbf r'$ alone, and the hole moves with the electron. Inequality (\ref{eq:cs}) remains true, but the density has no finite $M_\sigma$ and no longer confines the hole.

For a finite system described by a single determinant with integer occupations, the conventional exchange energy per electron tends to $-1/(2r)$ in every direction, because the exchange hole carries unit charge and stays under the fixed density of the system. It remains to see what this limit demands of a functional that knows only the local density and its gradient, and how Becke's functional meets it.
